How Well a Straight Cooling Fin Uses Its Surface

## First half: the heat balance and the efficiency

A chip in a package gives its heat to a metal base, and fins standing on that base pass the heat to the air. A fin adds surface, but the added surface is cooler than the base, because heat must flow along the metal to reach it. The problem is to find how much of the added surface is, in effect, put to use.

The fin is straight: every cross-section has the same area A and the same perimeter P. Its length from base to tip is L, and x is measured from the base, so the base is at x = 0 and the tip at x = L. The metal has constant thermal conductivity k. The side surface loses heat to the air at the rate h per unit area and per kelvin of temperature difference, with the same h everywhere. The air is at one temperature T_air all around the fin. The tip is insulated. The base is held at a fixed temperature, the state is steady, and no heat is produced inside the fin.

The working variable is the excess temperature

θ(x) = T(x) − T_air,

with the value θ_b at the base. It is taken as uniform over each cross-section, so that it depends on x alone. Part (i) examines that assumption. SI-based engineering units are used throughout.

**(a) Find the differential equation that θ(x) obeys.**

Solution. Let Q(x) be the heat per unit time that crosses the section at x in the direction of increasing x. Fourier's law gives

Q(x) = −k A dθ/dx.

The minus sign says that heat flows towards lower temperature. The derivative of θ equals that of T because T_air is constant.

Consider the slice between x and x + dx. Heat Q(x) enters it and Q(x + dx) leaves it along the metal. Its side surface has area P dx and loses h P θ dx to the air. The variation of θ within the slice would alter this loss by a term of order dx², which drops out when dx goes to zero. In the steady state the slice stores no heat, so what enters must leave:

Q(x) = Q(x + dx) + h P θ dx.

Move Q(x + dx) to the left, divide by dx and let dx go to zero:

−dQ/dx = h P θ.

Insert Fourier's law. The two minus signs cancel, and k and A are constants, so

k A d²θ/dx² = h P θ.

Division by k A gives

d²θ/dx² = m² θ, with m² = h P/(k A).

The unit of h P is W/(m K) and that of k A is W m/K, so m² has the unit 1/m², and 1/m is a length. It is the distance over which the excess temperature would fall by a factor e in a very long fin. Good conduction makes it long; strong cooling makes it short.

**(b) State the two boundary conditions and find the temperature profile. Show that there is no other solution.**

Solution. The base temperature is given, so θ(0) = θ_b. No heat crosses the insulated tip, so Q(L) = 0 and therefore θ′(L) = 0, where a prime means d/dx.

The functions e^(mx) and e^(−mx) both satisfy the equation, since two derivatives multiply each by m². Because one condition is set at the tip, it is convenient to use combinations centred there:

θ = C cosh(m(L − x)) + D sinh(m(L − x)).

These are also solutions, being sums of the same exponentials. The derivative is

θ′ = −m C sinh(m(L − x)) − m D cosh(m(L − x)),

where the minus signs come from the derivative of L − x. At x = L the sinh vanishes and the cosh is 1, so θ′(L) = −m D. The tip condition requires D = 0. The base condition then reads C cosh(mL) = θ_b, and

θ(x) = θ_b cosh(m(L − x))/cosh(mL).

To show uniqueness, suppose that two solutions exist and let φ be their difference. Then φ″ = m² φ, with φ(0) = 0 and φ′(L) = 0. Multiply the equation by φ and integrate from 0 to L. Integration by parts of the left side gives

∫ φ φ″ dx = φ(L) φ′(L) − φ(0) φ′(0) − ∫ φ′² dx.

Both boundary terms vanish, the first because φ′(L) = 0 and the second because φ(0) = 0. Hence

−∫ φ′² dx = m² ∫ φ² dx, or ∫ (φ′² + m² φ²) dx = 0.

The integrand is nowhere negative, so it must be zero everywhere. Thus φ = 0, and the two solutions are the same.

The excess at the tip is θ(L) = θ_b/cosh(mL). It is smaller than θ_b but never zero for a fin of finite length.

**(c) Find the heat q that the fin removes, first from the flow through the base and then from the loss at the side surface.**

Solution. From the profile,

θ′(x) = −m θ_b sinh(m(L − x))/cosh(mL).

At the base this is θ′(0) = −m θ_b tanh(mL). The heat that enters the fin is

q = −k A θ′(0) = k A m θ_b tanh(mL).

The prefactor can be written without m. Since m is the positive root of h P/(k A),

k A m = √(k² A² · h P/(k A)) = √(h P k A),

and so

q = √(h P k A) θ_b tanh(mL).

For the second route, add up the loss from the whole side surface:

q_side = ∫ h P θ dx = [h P θ_b/cosh(mL)] ∫ cosh(m(L − x)) dx, with x from 0 to L.

An antiderivative of cosh(m(L − x)) is −sinh(m(L − x))/m. It is zero at x = L and −sinh(mL)/m at x = 0, so the integral is sinh(mL)/m. Therefore

q_side = (h P/m) θ_b tanh(mL).

From the definition of m², h P = m² k A, which makes h P/m = k A m. The two results agree, as they must when the tip loses nothing.

**(d) Compare q with the heat that the same side surface would lose if all of it were at the base temperature. This ratio is the efficiency η of the fin. On which quantities does it depend?**

Solution. The side surface has area P L. At the uniform excess θ_b it would lose

q_ideal = h P L θ_b.

The tip area is left out because the tip is insulated. The ratio is

η = q/q_ideal = k A m θ_b tanh(mL)/(h P L θ_b).

The base excess cancels. Replace h P by m² k A:

η = k A m tanh(mL)/(m² k A L).

The factor k A and one factor m cancel, leaving

η = tanh(mL)/(mL).

The efficiency depends on the single number mL. Its square has a direct meaning:

(mL)² = h P L/(k A/L).

The numerator is the conductance from the whole side surface to the air, in W/K. The denominator is the conductance along the metal from base to tip. A fin is efficient when the metal conducts much better than its surface cools.

There is a second reading of η. Since q = ∫ h P θ dx, division by h P L θ_b gives

η = (1/L) ∫ (θ/θ_b) dx.

With uniform h, the efficiency is the mean excess temperature divided by the base excess. As θ is below θ_b everywhere beyond the base, η is below 1.

**(e) Examine short and long fins. Does a longer fin have a higher or a lower efficiency, and does it remove more or less heat?**

Solution. Write u = mL. For small u, set tanh u = u + a u³ + b u⁵ + …, which has odd powers because tanh is odd. The coefficients follow from tanh u · cosh u = sinh u, that is,

(u + a u³ + b u⁵ + …)(1 + u²/2 + u⁴/24 + …) = u + u³/6 + u⁵/120 + ….

The u³ terms give 1/2 + a = 1/6, so a = −1/3. The u⁵ terms give 1/24 + a/2 + b = 1/120, so

b = 1/120 − 5/120 + 20/120 = 16/120 = 2/15.

Division by u yields

η = 1 − u²/3 + 2u⁴/15 − ….

The first correction can be understood without the tanh. A short fin loses heat almost uniformly, at the rate h P θ_b per unit length. The section at x must carry what is lost beyond it, h P θ_b (L − x). Fourier's law then gives θ′ = −m² θ_b (L − x), and integration from the base gives the drop

θ_b − θ(x) = m² θ_b (L x − x²/2).

The mean of L x over the fin is L²/2 and that of x²/2 is L²/6. The mean drop is m² L² θ_b/3, so the efficiency falls by u²/3.

For large u, tanh u approaches 1. Then η approaches 1/u, and the heat approaches a ceiling:

q → √(h P k A) θ_b.

More length adds metal at nearly the air temperature, which removes almost nothing.

Between these limits, differentiate η with the quotient rule. The derivative of tanh u is 1/cosh² u, so

dη/du = (u/cosh² u − tanh u)/u² = (u − sinh u cosh u)/(u² cosh² u).

With sinh u cosh u = (sinh 2u)/2 this becomes

dη/du = (2u − sinh 2u)/(2u² cosh² u).

The series of sinh 2u starts with 2u and has further terms that are all positive for u > 0. Hence sinh 2u > 2u and the slope is negative: a longer fin has a lower efficiency. The heat behaves differently. With h, k, the section and θ_b held fixed,

dq/dL = k A m² θ_b/cosh²(mL) = h P θ_b/cosh²(mL) > 0.

A longer fin removes more heat, though each added millimetre contributes less than the one before. A high efficiency is therefore not a goal in itself. It comes closest to 1 for a fin so short that it removes hardly any heat.

The formula can be compared with a solution that does not use the cosh profile. The fin is cut into 2000 slices, and the heat balances of all slices are solved together as linear equations. The length is varied to set mL, while the other data are those of the fin in part (g).

mL = 0.2: slices 0.98688, formula 0.98688
mL = 0.5: slices 0.92423, formula 0.92423
mL = 1.0: slices 0.76159, formula 0.76159
mL = 2.0: slices 0.48201, formula 0.48201
mL = 3.0: slices 0.33168, formula 0.33168
mL = 6.0: slices 0.16666, formula 0.16666

At mL = 3 the heat is 3 × 0.33168 = 0.995 of the ceiling, since q divided by its ceiling is tanh u = u η.

**(f) The coefficient h or the conductivity k changes by a small fraction, with the geometry and θ_b fixed. By what fraction does q change?**

Solution. Take the logarithm of q = √(h P k A) θ_b tanh u. The square root contributes 1/2 to the relative response to h and 1/2 to that to k. For the tanh,

d ln(tanh u)/d ln u = u/(cosh² u tanh u) = u/(sinh u cosh u) = 2u/sinh 2u.

Because u is proportional to √(h/k), a relative change of h changes u by half as much, and a relative change of k changes u by half as much with the opposite sign. Therefore

d ln q/d ln h = 1/2 + u/sinh 2u,

d ln q/d ln k = 1/2 − u/sinh 2u.

The two responses add to 1. For a short fin u/sinh 2u tends to 1/2: the heat is proportional to h and insensitive to k, because the metal is nearly at one temperature anyway. For a long fin u/sinh 2u tends to zero, and both responses tend to 1/2. A better metal is thus worth more in a long fin than in a short one.

## Second half: a copper fin and the limits of the formula

The following is carried over. The fin has section area A, perimeter P, length L, conductivity k and side coefficient h. Its excess temperature over the air is θ(x), with θ_b at the base x = 0. With m = √(h P/(k A)) and u = mL,

θ = θ_b cosh(m(L − x))/cosh u,

q = k A m θ_b tanh u,

η = q/(h P L θ_b) = tanh u/u.

The relative response of q is 1/2 + u/sinh 2u to h and 1/2 − u/sinh 2u to k.

**(g) A copper plate fin of an air-cooled processor heat sink is 0.5 mm thick, 60 mm wide and 40 mm long. Take k = 400 W/(m K), h = 50 W/(m² K), air at 300 K and the base at 340 K. Find its efficiency, its heat and its tip temperature.**

Solution. The section and its perimeter are

A = 60 mm × 0.5 mm = 30 mm²,

P = 2 × (60 + 0.5) mm = 121 mm.

Then

m = √(50 × 0.121/(400 × 30 × 10⁻⁶)) 1/m = 22.45 1/m,

so 1/m is 44.5 mm, a little more than the length of the fin. With L = 0.040 m, u = 0.898 and tanh u = 0.715. The efficiency is

η = 0.7154/0.8981 = 0.797.

The ideal heat is 50 × 0.121 × 0.040 × 40 W = 9.68 W, and the fin removes

q = 0.7965 × 9.68 W = 7.71 W.

For the tip, 1/cosh u = √(1 − tanh² u) = 0.699, so its excess is 0.699 × 40 K = 28.0 K and its temperature is 328 K. The mean excess is 0.7965 × 40 K = 31.9 K.

This fin is not short in the sense of part (e). The series cut after u² gives 0.731, which is 8% below the full value, and the u⁴ term raises it to 0.818, which is 3% above.

**(h) The fin is made twice as long, with h and both temperatures unchanged. How much more heat does it remove?**

Solution. The prefactor of q is unchanged, so the ratio is

tanh 2u/tanh u = 2/(1 + tanh² u) = 2/(1 + 0.7154²) = 1.32,

where tanh 2u = 2 tanh u/(1 + tanh² u) was used. The heat rises from 7.71 W to 10.20 W, while the efficiency falls to 0.527. An endlessly long fin would remove 10.78 W. Two separate fins of the original length use the same amount of copper and remove 15.4 W, provided that the base has room for both and that h and the air temperature stay the same.

**(i) The temperature was taken as uniform across the thickness. When is this justified?**

Solution. Consider a wide plate of half-thickness a, with its edges neglected, and let y run from the mid-plane to a face. The steady temperature obeys θ_xx + θ_yy = 0, where subscripts denote derivatives. Symmetry requires θ_y = 0 at y = 0, and cooling requires −k θ_y = h θ at y = a. The base and tip conditions are as before.

The product cos(βy/a) cosh(β(L − x)/a) satisfies the equation, the symmetry condition and the tip condition. At the face it requires k (β/a) sin β = h cos β, or

β tan β = B, with B = h a/k.

B is the Biot number. There is one root β_n in each interval from nπ to nπ + π/2, with n = 0, 1, 2, …. The functions f_n = cos(β_n y/a) form a complete set, a standard property of such boundary problems. They are also orthogonal. Since f_n″ = −(β_n/a)² f_n, integration by parts gives

[(β_i² − β_j²)/a²] ∫ f_i f_j dy = [f_i f_j′ − f_j f_i′] between 0 and a.

The bracket is zero at y = 0, where both slopes vanish, and at y = a, where f′ = −(h/k) f for both functions.

The profile is thus θ_b times the sum of C_n f_n(y) cosh(β_n(L − x)/a)/cosh(β_n L/a). The base condition is that the sum of C_n f_n equals 1. Multiplication by f_n and integration over y give

C_n = (a sin β_n/β_n)/(a/2 + a sin 2β_n/(4β_n)) = 4 sin β_n/(2β_n + sin 2β_n).

The flow through the base, for both halves and per unit width, is

2k θ_b Σ C_n (β_n/a) tanh(β_n L/a) · (a sin β_n/β_n) = 2k θ_b Σ C_n sin β_n tanh(β_n L/a).

Division by the ideal heat 2h L θ_b, with k/(h L) = a/(B L), gives

η = [a/(B L)] Σ C_n sin β_n tanh(β_n L/a).

For small B the first root obeys β₀² ≈ B, and C₀ sin β₀ ≈ β₀ ≈ √B. The first term becomes tanh(√B L/a)/(√B L/a). Since √B/a = √(h/(k a)), and P/A = 1/a for a wide plate, √B L/a is mL. The earlier formula is recovered. For n ≥ 1, sin β_n is about B/(nπ) in size and C_n sin β_n is about 2B²/(nπ)³, and tanh(β_n L/a) is close to 1 when L exceeds a. These terms then add about (2B a/L) Σ 1/(nπ)³ to η, and less for a shorter fin, which vanishes with B at fixed a/L.

For the copper fin, B = 50 × 0.00025/400 = 3.1 × 10⁻⁵. The full sum differs from the formula by −0.0008%. A round pin can be treated in the same way, with the Bessel function J₀ in place of the cosine. For h R/k = 0.001 and a length of 20 radii R, the resolved efficiency is 0.7976 and the formula gives 0.7978.

The formula fails for a thick plate. With B = 1 and the same mL as the copper fin, the resolved efficiency is 0.673. The formula still gives 0.797, which is 18% too high relative to the resolved value. A small Biot number is therefore a real condition, and mL alone does not show whether it is met.

**(j) The real tip is not insulated. Let it lose heat with the same h, and find the effect.**

Solution. The tip condition is now −k θ′(L) = h θ(L). Take θ proportional to cosh(m(L − x)) + r sinh(m(L − x)). At the tip this function is 1 and its slope is −m r, so k m r = h. With h = m² k A/P,

r = h/(k m) = m A/P.

The heat entering at the base is

q = k A m θ_b (sinh u + r cosh u)/(cosh u + r sinh u) = k A m θ_b (tanh u + r)/(1 + r tanh u).

For r < 1 write r = tanh s. The addition theorem then gives q = k A m θ_b tanh(u + s). When r is small, s ≈ r = m A/P, and

u + s ≈ m (L + A/P).

The open tip acts like an insulated one on a fin that is longer by A/P. Here A/P = 0.248 mm. The heat rises by 0.378%, both in the slice solution with an open tip and in the formula with the corrected length.

**(k) The coefficient h need not be uniform; it is smaller near the base if the air moves more slowly there. Let h rise linearly from half its mean at the base to one and a half times its mean at the tip. Estimate the change of q.**

Solution. Write the coefficient as h + δ(x), with δ = h (x/L − 1/2), and the excess as θ + θ₁. To first order in δ,

k A θ₁″ = h P θ₁ + P δ θ, with θ₁(0) = 0 and θ₁′(L) = 0.

Multiply by θ, subtract θ₁ times the equation k A θ″ = h P θ, and integrate:

k A ∫ (θ θ₁″ − θ₁ θ″) dx = P ∫ δ θ² dx.

The left side is k A [θ θ₁′ − θ₁ θ′] between 0 and L. The tip contributes nothing because both slopes vanish there. The base contributes −k A θ_b θ₁′(0), which is θ_b times the change of heat δq. So

δq = (P/θ_b) ∫ δ θ² dx.

A change of h counts with the square of the local excess, and so counts most near the base. Now let s = L − x, so that δ = h (1/2 − s/L), and use cosh²(ms) = (1 + cosh 2ms)/2. The constant part integrates to zero against δ. Integration by parts gives for the rest

∫ (1/2 − s/L)(cosh 2ms)/2 ds = [(cosh 2u − 1)/u − sinh 2u]/(8m).

With cosh 2u − 1 = 2 sinh² u and sinh 2u = 2 sinh u cosh u, this equals sinh u (sinh u/u − cosh u)/(4m). Multiply by h P θ_b/cosh² u and divide by q = (h P/m) θ_b tanh u:

δq/q = (tanh u/u − 1)/4 = −(1 − η)/4.

For the copper fin this is −(1 − 0.797)/4 = −5.1%. The slice solution with the full ramp gives −5.4%; the difference is of higher order in the ramp.

**(l) The fin is one of many, with gaps of 2.5 mm. Air flows through the gaps at 4 m/s, parallel to the base and along the 60 mm width. How much does the warming of the air reduce the heat?**

Solution. In a row of equal fins each gap takes half the heat of two neighbours, so there is one gap per fin. With a rough heat capacity of 1200 J/(m³ K), the air in one gap carries

C = 1200 × 4 × 0.0025 × 0.040 W/K = 0.480 W/K.

For an estimate, let the air be mixed over the height of the fin and neglect conduction in the metal along the flow. Let z be the distance along the flow, w the width, and D(z) the base temperature minus the local air temperature. The coefficient h is taken as constant along the flow and as referred to this local mixed air temperature; an h quoted against the inlet temperature already contains the warming and must not be corrected a second time. The fin conductance is G = q/θ_b = 7.71/40 W/K = 0.193 W/K. A strip dz passes (G/w) D dz to the air, which reduces D:

C dD/dz = −(G/w) D, so D = θ_b e^(−Gz/(wC)).

The heat gained by the air is C times the total fall of D:

q_air = C θ_b (1 − e^(−G/C)) = 0.480 × 40 × (1 − e^(−0.402)) W = 6.35 W.

A numerical solution without the two simplifications, with unmixed air layers and conduction in both directions of the plate, gives 6.33 W. This is 18% below the 7.71 W found for air at a fixed temperature. The air leaves 13 K warmer on average.

**(m) Size the remaining effects, and find which of the assumptions examined matters most for this fin.**

Solution. For radiation to surroundings at the air temperature, a black surface at the base temperature has the coefficient

σ (T_b² + T_air²)(T_b + T_air) = 7.46 W/(m² K),

where σ is the Stefan–Boltzmann constant and T_b the base temperature. Cooler parts of the fin have a smaller coefficient. Adding this value to h everywhere raises q by 11.7%, an upper bound for black faces with an open view. Fins in a row mostly face each other, which reduces the exchange. For bare metal with an assumed emissivity of 0.05 the same bound is 0.6%.

The conductivity of copper falls by roughly 0.08 W/(m K) per kelvin, which is at most 0.8% over the 40 K of this fin. By part (f) the response of q to k is about 0.19, so the effect is small; the slice solution gives −0.14%. A solder joint 50 µm thick with conductivity 50 W/(m K) has the resistance R = 50 × 10⁻⁶/(50 × 30 × 10⁻⁶) K/W = 0.033 K/W. In series with the fin it divides q by 1 + G R, a change of −0.64%.

The dimensions and the coefficient h are rough assumed values for forced air between closely spaced metal fins. Of the assumptions examined here, that of a fixed air temperature moves the heat most: from 7.7 W to about 6.3 W per fin. In the mixed-air estimate of part (l), the efficiency of 0.80 still holds for each strip of the fin, with the excess counted from the local air temperature. An uneven h with the ramp assumed in part (k) would by itself lower the heat by some 5%. Each effect was taken alone, so the percentages need not simply add. The spreading of heat from a small chip into the base is outside this model; it would leave the outer fins on a cooler base. The computed values are collected in the numerical output below.

Table of computed values

```
conductivity k = 400 W/(m K)
heat-transfer coefficient h = 50 W/(m^2 K)
thickness, width, length = 0.5, 60, 40 mm
air, base temperature = 300, 340 K
cross-section A = 30.0 mm^2
perimeter P = 121.0 mm
m = 22.454 1/m; decay length 1/m = 44.54 mm
mL = 0.8981; tanh(mL) = 0.7154
efficiency, formula = 0.79652
efficiency, slice balance = 0.79652
ideal heat h P L theta_b = 9.680 W
heat removed = 7.710 W
side loss by quadrature = 7.710 W
tip excess = 27.95 K; tip at 327.95 K
mean excess = 31.86 K
short-fin series to u^2 = 0.7311; to u^4 = 0.8179
heat of endlessly long fin = 10.778 W
double length: efficiency = 0.5269, heat = 10.200 W
double length: heat ratio = 1.323
mL, efficiency by slice balance, by formula:
  0.2  0.98688  0.98688
  0.5  0.92423  0.92423
  1.0  0.76159  0.76159
  2.0  0.48201  0.48201
  3.0  0.33168  0.33168
  6.0  0.16666  0.16666
Biot number h t/(2k) = 3.125e-05
thin plate, resolved vs formula: -0.00084 %
round pin, Biot 0.001, L/R 20: resolved 0.79764, formula 0.79780
thick plate, Biot 1.0, same mL: resolved 0.6730, formula 0.7965
Neglected effects, change of heat removed:
channel gap = 2.5 mm, air speed = 4.0 m/s
air heat capacity = 1200 J/(m^3 K)
air capacity rate = 0.480 W/K
air heating, unmixed: 6.328 W, -17.9 %
air heating, mixed estimate: 6.350 W, -17.6 %
mean air rise at outlet = 13.2 K
h from 0.5 to 1.5 of mean, base to tip: -5.4 %
black-face radiation coefficient = 7.46 W/(m^2 K)
radiation, black open faces (bound): +11.7 %
radiation, emissivity 0.05: +0.60 %
tip loss: +0.378 %; corrected length: +0.378 %
length correction A/P = 0.248 mm
k slope -0.08 W/(m K^2): -0.14 %
solder 50 um, 50 W/(m K): -0.64 %
```
